# How the Energy Uncertainty of a Kernel Potential Grows with Size: test program

```python
"""
Result under test: for a kernel model E = sum_i eps(x_i), the variance of E
is the sum of ALL elements of the posterior covariance C(x_i, x_j).
  perfect crystal, one kind of site:  sigma_E = N * s
  independent environments:           mean sigma_E^2 = N*v + N*(N-1)*c
Symbols: s local standard deviation; v mean local variance; c mean posterior
covariance of two independently drawn environments; N number of atoms;
theta, ell kernel amplitude and length; width spread of each descriptor
component; dim number of components; noise error of a training energy per atom.
"Diagonal sum" means the square root of the sum of local variances.
Energies are in mRy, descriptors are dimensionless.
"""
import numpy as np
from scipy.linalg import cho_factor, cho_solve
from scipy.constants import physical_constants

rng = np.random.default_rng(12)
theta, ell, width, dim = 10.0, 1.0, 1.0, 6
noise, n_train = 0.1, 40
ev_per_mry = physical_constants["Rydberg constant times hc in eV"][0] / 1000


def kernel(a, b):
    d2 = (a**2).sum(1)[:, None] + (b**2).sum(1)[None, :] - 2 * a @ b.T
    return theta**2 * np.exp(-np.maximum(d2, 0) / (2 * ell**2))


train = width * rng.standard_normal((n_train, dim))
factor = cho_factor(kernel(train, train) + noise**2 * np.eye(n_train))


def posterior(a):
    cross = kernel(train, a)
    return kernel(a, a) - cross.T @ cho_solve(factor, cross)


# Local uncertainty of a new crystal and of a crystal in the training set
new_site = width * np.ones((1, dim))
s_new = np.sqrt(posterior(new_site)[0, 0])
s_known = np.sqrt(posterior(train[:1])[0, 0])
assert 0 < s_known <= noise * (1 + 1e-6)

# Actual errors of trained models for many synthetic true energy functions
n_cal, n_draws, q = 64, 20000, 8
cell = width * rng.standard_normal((q, dim))
cell_sigma = np.sqrt(posterior(cell).sum())
dissimilar = width * rng.standard_normal((n_cal, dim))
cases = {
    "crystal": (np.repeat(new_site, n_cal, axis=0), n_cal * s_new),
    "8-site cell": (np.tile(cell, (n_cal // q, 1)), n_cal / q * cell_sigma),
    "dissimilar": (dissimilar, np.sqrt(posterior(dissimilar).sum())),
}
calibration = {}
for name, (sites, predicted) in cases.items():
    points = np.vstack([train, sites])
    values, vectors = np.linalg.eigh(kernel(points, points))
    root = vectors * np.sqrt(np.maximum(values, 0))
    truth = rng.standard_normal((n_draws, len(points))) @ root.T
    data = truth[:, :n_train] + noise * rng.standard_normal((n_draws, n_train))
    weights = cho_solve(factor, kernel(train, sites).sum(1))
    error = truth[:, n_train:].sum(1) - data @ weights
    actual = np.sqrt(np.mean(error**2))
    local = np.sqrt(np.diag(posterior(sites)))
    diagonal = np.sqrt((local**2).sum())
    # sampling error of an rms from 20000 draws is about 0.5 percent
    assert abs(actual / predicted - 1) < 0.03
    assert predicted <= local.sum() * (1 + 1e-8)
    calibration[name] = (predicted, actual, diagonal)

# Closed Gaussian averages over the distribution of environments
ratio = (width / ell) ** 2
k_mean = theta**2 * (1 + 2 * ratio) ** (-dim / 2)
norm2 = (train**2).sum(1)
m_vec = (theta**2 * (1 + ratio) ** (-dim / 2)
         * np.exp(-norm2 / (2 * (ell**2 + width**2))))
diff2 = ((train[:, None] - train[None]) ** 2).sum(2)
mid2 = (((train[:, None] + train[None]) / 2) ** 2).sum(2)
m_mat = (theta**4 * (1 + 2 * ratio) ** (-dim / 2)
         * np.exp(-diff2 / (4 * ell**2) - mid2 / (ell**2 + 2 * width**2)))
c = k_mean - m_vec @ cho_solve(factor, m_vec)
v = theta**2 - np.trace(cho_solve(factor, m_mat))

# The same averages by one-dimensional quadrature in every component
grid = np.linspace(-9 * width, 9 * width, 401)
prob = np.exp(-grid**2 / (2 * width**2))
prob /= prob.sum()
pair = np.exp(-(grid[:, None] - grid[None]) ** 2 / (2 * ell**2))
k_quad = theta**2 * (prob @ pair @ prob) ** dim
m_quad = np.full(n_train, theta**2)
mat_quad = np.full((n_train, n_train), theta**4)
for d in range(dim):
    f = np.exp(-(grid[None] - train[:, d:d + 1]) ** 2 / (2 * ell**2))
    m_quad = m_quad * (f @ prob)
    mat_quad = mat_quad * ((f * prob) @ f.T)
assert np.isclose(k_mean, k_quad, rtol=1e-9)
assert np.allclose(m_vec, m_quad, rtol=1e-8)
assert np.allclose(m_mat, mat_quad, rtol=1e-8)
assert 0 < c < k_mean and 0 < v < theta**2
assert c / v < k_mean / theta**2   # here data remove the common error first
n_cross = v / c - 1


def mean_variance(n):
    return n * v + n * (n - 1) * c


def exponent(n):
    return 0.5 * (1 + n / (n + n_cross))


# Size law against explicit sets of sampled environments
sizes = {10: 1000, 100: 200, 1000: 30}
sampled = {}
for n, n_sets in sizes.items():
    totals = np.array([
        posterior(width * rng.standard_normal((n, dim))).sum()
        for _ in range(n_sets)])
    sem = totals.std(ddof=1) / np.sqrt(n_sets)
    assert sem < 0.05 * mean_variance(n)
    assert abs(totals.mean() - mean_variance(n)) < 5 * sem
    sampled[n] = np.sqrt(totals.mean())
    h = 1e-4
    slope = (np.log(mean_variance(n * np.exp(h)))
             - np.log(mean_variance(n * np.exp(-h)))) / (4 * h)
    assert abs(slope - exponent(n)) < 1e-6
assert exponent(10) < 0.65 and exponent(1000) > 0.85

# Two independent sites known only through the energy of their common cell
cell_noise = 2 * noise
information = np.eye(2) / theta**2 + np.ones((2, 2)) / cell_noise**2
cov = np.linalg.inv(information)
den = 2 * theta**2 + cell_noise**2
site_var = theta**2 * (theta**2 + cell_noise**2) / den
pair_corr = -theta**2 / (theta**2 + cell_noise**2)
pair_var = 2 * theta**2 * cell_noise**2 / den
assert np.isclose(cov[0, 0], site_var, rtol=1e-8)
assert np.isclose(cov[0, 1] / cov[0, 0], pair_corr, rtol=1e-8)
assert np.isclose(cov.sum(), pair_var, rtol=1e-6)
n_equal = 2 * (1 + theta**2 / cell_noise**2)
copies = np.full(2, n_equal / 2)
assert np.isclose(copies @ cov @ copies, copies @ np.diag(cov), rtol=1e-6)

print(f"kernel amplitude theta = {theta:.1f} mRy")
print(f"kernel length = {ell:.1f}, descriptor width = {width:.1f}")
print(f"descriptor components = {dim}")
print(f"training crystals = {n_train}, noise = {noise:.2f} mRy/atom")
print(f"new crystal: local s = {s_new:.3f} mRy")
print(f"training crystal: local s = {s_known:.4f} mRy")
print(f"error test: {n_cal} atoms, {n_draws} true functions")
for name, (predicted, actual, diagonal) in calibration.items():
    print(f"{name}: predicted sigma = {predicted:.2f} mRy")
    print(f"  actual rms error = {actual:.2f} mRy")
    print(f"  diagonal sum = {diagonal:.2f} mRy")
print(f"prior mean covariance = {k_mean:.3f} mRy^2")
print(f"prior mean correlation = {k_mean / theta**2:.4f}")
print(f"posterior v = {v:.3f} mRy^2, sqrt(v) = {np.sqrt(v):.3f} mRy")
print(f"posterior c = {c:.4f} mRy^2, sqrt(c) = {np.sqrt(c):.4f} mRy")
print(f"posterior c/v = {c / v:.5f}")
print(f"crossover N_x = {n_cross:.1f} atoms")
for n in sizes:
    sigma = np.sqrt(mean_variance(n))
    print(f"N = {n}: new crystal sigma = {n * s_new:.1f} mRy")
    print(f"  crystal diagonal sum = {np.sqrt(n) * s_new:.1f} mRy")
    print(f"  disordered rms sigma, law = {sigma:.1f} mRy")
    print(f"  disordered rms sigma, sampled = {sampled[n]:.1f} mRy")
    print(f"  disordered diagonal sum = {np.sqrt(n * v):.1f} mRy")
    print(f"  disordered local exponent = {exponent(n):.3f}")
big = 1000
print(f"N = {big}: training crystal sigma = {big * s_known:.1f} mRy")
print(f"  its diagonal sum = {np.sqrt(big) * s_known:.2f} mRy")
print(f"N = {big}: new crystal = {big * s_new * ev_per_mry:.1f} eV")
print(f"N = {big}: disordered = "
      f"{np.sqrt(mean_variance(big)) * ev_per_mry:.2f} eV")
print(f"two-site cell: energy noise = {cell_noise:.2f} mRy")
print(f"  local s = {np.sqrt(site_var):.3f} mRy")
print(f"  correlation = {pair_corr:.5f}")
print(f"  true cell sigma = {np.sqrt(pair_var):.4f} mRy")
print(f"  diagonal sum = {np.sqrt(2 * site_var):.3f} mRy")
print(f"  equal to diagonal sum at N = {n_equal:.0f} atoms")
print("tests ok")
```

It prints:

```
kernel amplitude theta = 10.0 mRy
kernel length = 1.0, descriptor width = 1.0
descriptor components = 6
training crystals = 40, noise = 0.10 mRy/atom
new crystal: local s = 6.172 mRy
training crystal: local s = 0.1000 mRy
error test: 64 atoms, 20000 true functions
crystal: predicted sigma = 395.02 mRy
  actual rms error = 391.51 mRy
  diagonal sum = 49.38 mRy
8-site cell: predicted sigma = 216.10 mRy
  actual rms error = 214.58 mRy
  diagonal sum = 74.83 mRy
dissimilar: predicted sigma = 89.10 mRy
  actual rms error = 88.53 mRy
  diagonal sum = 70.61 mRy
prior mean covariance = 3.704 mRy^2
prior mean correlation = 0.0370
posterior v = 78.311 mRy^2, sqrt(v) = 8.849 mRy
posterior c = 0.8748 mRy^2, sqrt(c) = 0.9353 mRy
posterior c/v = 0.01117
crossover N_x = 88.5 atoms
N = 10: new crystal sigma = 61.7 mRy
  crystal diagonal sum = 19.5 mRy
  disordered rms sigma, law = 29.4 mRy
  disordered rms sigma, sampled = 29.4 mRy
  disordered diagonal sum = 28.0 mRy
  disordered local exponent = 0.551
N = 100: new crystal sigma = 617.2 mRy
  crystal diagonal sum = 61.7 mRy
  disordered rms sigma, law = 128.4 mRy
  disordered rms sigma, sampled = 128.9 mRy
  disordered diagonal sum = 88.5 mRy
  disordered local exponent = 0.765
N = 1000: new crystal sigma = 6172.1 mRy
  crystal diagonal sum = 195.2 mRy
  disordered rms sigma, law = 975.8 mRy
  disordered rms sigma, sampled = 975.4 mRy
  disordered diagonal sum = 279.8 mRy
  disordered local exponent = 0.959
N = 1000: training crystal sigma = 100.0 mRy
  its diagonal sum = 3.16 mRy
N = 1000: new crystal = 84.0 eV
N = 1000: disordered = 13.28 eV
two-site cell: energy noise = 0.20 mRy
  local s = 7.072 mRy
  correlation = -0.99960
  true cell sigma = 0.2000 mRy
  diagonal sum = 10.001 mRy
  equal to diagonal sum at N = 5002 atoms
tests ok
```
